\section*{Why slow silanols raise static k but barely delay gigahertz signals}

\section{A capacitance that the signal does not see}

A plasma step in chip manufacture can strip methyl groups from a porous organosilicate film and leave silanols, Si--O--H, in their place. A slow capacitance measurement then finds a higher permittivity. If that permittivity is put into the RC delay of a wire whose field lies entirely in the film, the wire seems to have become slower by the same percentage. Whether it really has depends on how fast the new dipoles can turn, because a signal edge is over in tens of picoseconds.

Take a silanol whose hydrogen turns about the Si--O axis and must cross a barrier of $E=0.4$ eV to reverse its dipole. The height of the static response and the time it needs are set by different quantities. A model with one angle gives both.

\section{The static rise does not contain the barrier}

Let $\phi$ be the angle of the hydrogen about the Si--O axis, with the torsional energy
\begin{equation}
V(\phi)=\frac{E}{2}(1-\cos 2\phi)=E\sin^2\phi .
\end{equation}
There are two equal wells, at $\phi=0$ and $\pi$. The part of the dipole that turns is $\mathbf p=\mu(\cos\phi,\sin\phi)$ in the plane normal to the axis; the component along the axis is held fixed in this model and does not respond.

A weak field $\mathbf F$ adds the energy $-\mathbf p\cdot\mathbf F$. Expanding the Boltzmann factor to first order in $F$ gives
\begin{equation}
\langle p_i\rangle=\frac{1}{k_BT}\sum_j\langle p_ip_j\rangle_0F_j ,
\end{equation}
since $\langle\mathbf p\rangle_0=0$: the shift $\phi\to\phi+\pi$ leaves $V$ unchanged and reverses $\mathbf p$. The reflection $\phi\to-\phi$ also leaves $V$ unchanged, so $\langle p_xp_y\rangle_0=0$. For a field along the unit vector $\mathbf n$, the moment along the field is therefore
\begin{equation}
\frac{F}{k_BT}\left(\langle p_x^2\rangle_0n_x^2+\langle p_y^2\rangle_0n_y^2\right).
\end{equation}
The silanols point in random directions, so $n_x^2$ and $n_y^2$ each average to $1/3$. What remains is the sum $\langle p_x^2\rangle_0+\langle p_y^2\rangle_0=\mu^2$, which holds at every angle and hence for any barrier. With $N$ silanols per volume, and taking the field at each dipole to be the mean field in the film (a simplification whose size is given in the last section),
\begin{equation}
\Delta k=\frac{N\mu^2}{3\varepsilon_0k_BT}.
\label{static}
\end{equation}

For $N=10^{21}$ cm$^{-3}$, $\mu=1.4$ D $=4.67\times10^{-30}$ C\,m and $T=300$ K,
\begin{equation}
\Delta k=\frac{10^{27}(4.67\times10^{-30})^2}{3(8.854\times10^{-12})(4.142\times10^{-21})}=0.198 .
\end{equation}
A Boltzmann average over the rotor in a weak field, done by quadrature, also gives 0.198. A film with $k=2.7$ before the silanols are added goes to about 2.9.

\section{A small part of the rise is fast}

Not all of this response needs a barrier crossing. Inside one well the dipole swings about its rest position, and a field can tilt it there. Let $c=\langle\cos\phi\rangle$ be the average within the well at $\phi=0$. The two wells have mean dipoles $\pm\mu c$ along $x$. Exchange of population between them accounts for $\mu^2c^2$ of the total fluctuation $\mu^2$, and motion within the wells for the rest, $\mu^2(1-c^2)$.

Near the bottom $V\approx E\phi^2=\tfrac12(2E)\phi^2$, so equipartition gives $\langle\phi^2\rangle=k_BT/(2E)$. With $c\approx1-\langle\phi^2\rangle/2$,
\begin{equation}
1-c^2\approx\langle\phi^2\rangle=\frac{k_BT}{2E},\qquad
\Delta k_{\rm fast}\approx\frac{N\mu^2}{6\varepsilon_0E}.
\end{equation}
The temperature cancels in the second expression: this is the tilt of a spring, not a thermal alignment. The share is $0.02585/0.8=0.032$; quadrature over the actual well gives 0.034. With the harmonic share, $\Delta k_{\rm fast}=0.0064$ and $\Delta k_{\rm hop}=0.192$. The swing has a frequency of 16 THz, found below, so it follows a picosecond edge. It belongs in the prompt permittivity $k_\infty=2.7+0.0064=2.706$.

\section{The barrier sets the time}

In the classical transition-state estimate, each passage over a barrier top counts as a transfer. The passage rate is the probability density at the top times the mean outward velocity. If $I$ is the moment of inertia of the hydrogen about the axis, the outward half of a thermal velocity distribution contributes $\sqrt{k_BT/(2\pi I)}$. The density at the top, per silanol in the well, is $e^{-E/k_BT}$ divided by
\begin{equation}
\int_{\rm well}e^{-V/k_BT}d\phi\approx\int_{-\infty}^{\infty}e^{-E\phi^2/k_BT}d\phi=\sqrt{\frac{\pi k_BT}{E}} .
\end{equation}
The rate over one barrier is then
\begin{equation}
r=\sqrt{\frac{k_BT}{2\pi I}}\sqrt{\frac{E}{\pi k_BT}}\,e^{-E/k_BT}
=\nu_0e^{-E/k_BT},\qquad
\nu_0=\frac{1}{2\pi}\sqrt{\frac{2E}{I}} ,
\end{equation}
and $\nu_0$ is the frequency of the swing in the well.

A well has two exits, at $\phi=\pm\pi/2$, and both lead to the other well. The populations obey $\dot n_1=-2rn_1+2rn_2=-\dot n_2$, so their difference decays at the rate $4r$:
\begin{equation}
\tau=\frac{e^{E/k_BT}}{4\nu_0}.
\label{tau}
\end{equation}
An O--H length of 0.096 nm and an Si--O--H angle of $115^\circ$ give $I=1.27\times10^{-47}$ kg\,m$^2$ and $\nu_0=16.0$ THz. At 300 K, $E/k_BT=15.47$, and
\begin{equation}
\tau=\frac{5.245\times10^6}{4(16.01\times10^{12}\ {\rm s^{-1}})}=82\ {\rm ns}.
\end{equation}
Using the full well integral instead of the parabola gives 83 ns. Crossings that turn back at once would lower the classical rate and lengthen $\tau$.

\section{What a sinusoidal field finds}

Let $x$ be the dipole energy in the field divided by $k_BT$, positive when well 1 is favoured. Without a field the total rate out of a well is $2r=1/(2\tau)$. With it, take the rates into and out of well 1 as $e^{x}/(2\tau)$ and $e^{-x}/(2\tau)$; their ratio $e^{2x}$ is what equilibrium requires. For $m=n_1-n_2$ and $n_1+n_2=1$,
\begin{align}
\dot m&=\frac{1}{2\tau}\left[e^x(1-m)-e^{-x}(1+m)\right]\nonumber\\
&\approx\frac{1}{2\tau}\left[(1+x)(1-m)-(1-x)(1+m)\right]=\frac{x-m}{\tau}.
\end{align}
The products $xm$ cancel. For a time factor $e^{i\omega t}$ this gives $m=x/(1+i\omega\tau)$, and hence
\begin{equation}
k(\omega)=k_\infty+\frac{\Delta k_{\rm hop}}{1+i\omega\tau}=k'-ik'' .
\end{equation}
Integrating the nonlinear rate equation at $\omega\tau=3$ with a weak drive gives an in-phase part of 0.100 and a lagging part of 0.300, as the formula requires.

At 1 GHz, $\omega\tau=514$. Hopping adds only $\Delta k_{\rm hop}/(\omega\tau)^2=7\times10^{-7}$ to $k'$, while $k''=\Delta k_{\rm hop}/(\omega\tau)=3.7\times10^{-4}$, a loss tangent of $1.4\times10^{-4}$. At 1 MHz, by contrast, $\omega\tau=0.514$ and a fraction $1/(1+0.514^2)=0.79$ of the hopping rise is still present. A bridge working at or below that frequency reports a permittivity that the gigahertz signal does not meet.

\section{From relaxation to delay}

Let a driver of resistance $R$ charge a line whose field lies entirely in the film. The line has a prompt capacitance $C_\infty$ and a slow addition $\Delta C=aC_\infty$, with $a=\Delta k_{\rm hop}/k_\infty$. Divide voltages by the supply voltage, and call the line voltage $v$. The slow charge is $\Delta C\,s$, where $s$ follows $v$ with the relaxation time $\tau$:
\begin{equation}
\tau\dot s=v-s,\qquad R(C_\infty\dot v+\Delta C\,\dot s)=1-v .
\end{equation}
Insert the first equation in the second and write $T_0=RC_\infty$:
\begin{equation}
T_0\dot v=1-v-b(v-s),\qquad b=\frac{R\,\Delta C}{\tau}=a\frac{T_0}{\tau}.
\label{circuit}
\end{equation}
On the time scale of the edge the slow dipoles act as a weak leak of conductance $\Delta C/\tau$ towards the voltage $s$.

During the edge $s$ changes by an amount of order $T_0/\tau$. Its effect in (\ref{circuit}) carries another factor $b$, so to first order $s$ keeps its initial value $s_0$. Before the edge the drive is zero and the line has settled at $v_i=bs_0/(1+b)$. Afterwards it tends to $v_f=(1+bs_0)/(1+b)$. Since $v_f-v_i=1/(1+b)$,
\begin{equation}
v(t)=\frac{1+bs_0-e^{-(1+b)t/T_0}}{1+b}.
\end{equation}
Setting $v=1/2$ gives
\begin{equation}
e^{-(1+b)t_{50}/T_0}=1+bs_0-\frac{1+b}{2}=\frac12\left[1-b(1-2s_0)\right].
\end{equation}
Take the logarithm, divide by $1+b$ and keep first order in $b$:
\begin{equation}
\frac{t_{50}}{T_0}\approx\ln2+b\,(1-2s_0-\ln2).
\label{delay}
\end{equation}

For a line that has rested at zero, $s_0=0$ and the relative delay shift is $b(1-\ln2)/\ln2=0.443\,b$. It is first order in $T_0/\tau$ because it comes from the loss; the residual storage, of order $(\omega\tau)^{-2}$, would suggest a much smaller number.

A symmetric clock with half-period much shorter than $\tau$ but much longer than $T_0$ keeps $s_0$ near $1/2$. The relative shift is then $-b$, a slight speed-up. Most of it is a head start. The stored polarization holds the line at $v_i\approx b/2$ before the edge; this offset has decayed to $b/4$ at the crossing, where the slope is $1/(2T_0)$, so it accounts for $bT_0/2$ of the total gain $bT_0\ln2$. The rest arises during the edge, where the term $-b(v-s)$ is positive while $v$ is below $1/2$.

In the opposite limit, $\tau\ll T_0$, the dipoles keep up and $s\approx v$. The circuit equation becomes $(1+a)T_0\dot v=1-v$, and the delay grows by the full fraction $a$. The same static permittivity therefore slows the line or leaves it almost alone, depending on $T_0/\tau$.

\section{A 20 ps wire}

Take 100 $\mu$m of wire at 0.2 fF/$\mu$m, driven through 1 k$\Omega$. In the film without silanols the RC time is 20 ps and the delay is $20\ln2=13.86$ ps. With the prompt part of the silanol response $T_0=20.05$ ps, so $\tau/T_0\approx4100$. Further,
\begin{equation}
a=\frac{0.1918}{2.706}=0.0709,\qquad b=\frac{0.0709}{4084}=1.74\times10^{-5}.
\end{equation}
For the rested line, (\ref{delay}) gives a relative shift of $7.7\times10^{-6}$, and the exact solution of the two circuit equations agrees. For a 1 GHz clock that solution gives $-1.73\times10^{-5}$, close to $-b$. If the dipoles are made fast while $a$ is held fixed, it gives 0.071.

In time units, the static permittivity predicts an added delay of $13.86\times0.198/2.7=1.02$ ps. Hopping really adds 0.1 fs on the rested line. The swing within the wells adds $13.86\times0.0064/2.7=0.033$ ps, about three hundred times more than hopping. In this one-angle model, what the silanol dipoles do to this delay is thus almost entirely the fast 3\% of their static response.

The barrier matters exponentially. With $a$ and $T_0$ held at the values above, the hopping shift as a fraction of the static prediction $a$ is 0.96 for a barrier of 0.1 eV, 0.16 for 0.2 eV, $4.5\times10^{-3}$ for 0.3 eV and $1.1\times10^{-4}$ for 0.4 eV. The relaxation time equals $T_0$ at 0.17 eV.

Temperature acts through the same exponent. At 378 K, with the circuit unchanged, $\tau$ is 3.4 ns and $\tau/T_0$ is 168. The relative hopping shift rises to $1.5\times10^{-4}$, still far below the static prediction.

If the resistance lies in the wire itself, the leak acts at every point. For an impulse at the input, the substitution $v=e^{-bt/T_0}w$ removes the leak term from the line equation, where $T_0$ is now the total wire resistance times its capacitance. The impulse response $h(t)$ is therefore multiplied by $e^{-bt/T_0}$. Integrating it to get the step response, expanding in $b$ and dividing the loss of voltage by the slope $h(t_{50})$ gives
\begin{equation}
\delta t_{50}=\frac{b}{T_0}\,\frac{\int_0^{t_{50}}t\,h(t)\,dt}{h(t_{50})} .
\end{equation}
For the single RC stage, $h=e^{-t/T_0}/T_0$ returns $bT_0(1-\ln2)$. For a uniform wire with the same $T_0$ the relative shift at the far end is $4.0\times10^{-6}$, and a ladder of 60 sections gives the same value.

\section{How far the model carries over to a real film}

The twofold potential with a barrier of 0.4 eV is an assumption. It suits a hydrogen that is held in place, for example by a hydrogen bond; a free silanol can have a much lower barrier, and its dipole then follows the edge. The other film and wire values are rough but of a realistic size; $10^{21}$ silanols per cm$^3$ stands for heavy damage through the whole film. Real damage is uneven, and liners and caps carry part of the field, which dilutes the effect. The exchange of methyl for hydroxyl also changes the electronic part of $k$ and the part from other vibrations, such as the Si--O--H bend. Both follow the edge, and both are left out here.

Several assumptions move the numbers at 300 K. The torsional quantum is 2.6 $k_BT$, so the hydrogen is not classical. For a parabolic barrier and a harmonic well, quantum motion speeds the rate by 1.7 and brings $\tau/T_0$ to about 2400; the static response falls by under 2\%. A hydrogen-bonded silanol need not have equal wells. A difference of 0.05 eV, with the 0.4 eV counted from the deeper well, cuts the hopping strength to 0.44 and $\tau/T_0$ to about 1000. If both corrections multiply, the ratio is near 600. Unless friction slows the hopping, a ratio in the thousands at 300 K therefore needs nearly equal wells if the 0.4 eV is counted from the deeper one. The delay shift is less sensitive, because $b$ goes as strength over $\tau$: with $y$ the well difference over $k_BT$, it grows by $2/(1+e^{-y})$, which is 1.75 here and stays below 2. A Lorentz local field would raise the static increase from 0.20 to 0.54; dilution does not remove this correction, since the factor tends to $[(k+2)/3]^2=2.45$ at low density. Nonlinearity is minor: at 0.2 MV/cm, $\mu F/k_BT$ is 0.02.

Two further departures can add to the delay. The first is a spread of barriers. A Gaussian spread of 0.05 eV about 0.4 eV leaves the hopping shift at $6\times10^{-4}$ of the static prediction, but a spread of 0.10 eV raises it to 1.5\%, through the few silanols with low barriers. The second is water held by the silanols. One molecule per silanol, with a dipole of 1.85 D and free to turn within the edge time, would add 0.35 to $k$ without a local-field correction, or 13\% of the dry value, and the delay would follow. A low-frequency rise in $k$ therefore does not by itself show that a line is safe or slow; the permittivity must be known on the time scale of the edge. The numerical output below lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
barrier 0.40 eV; silanols 1.0e+21 cm^-3; dipole 1.4 D
dry k 2.7; O-H 0.096 nm; Si-O-H angle 115 deg
wire 100 um, 0.2 fF/um, driver 1000 ohm
dry RC time 20.00 ps; dry 50% delay 13.863 ps
moment of inertia 1.266e-47 kg m^2
kT at 300 K 0.02585 eV; E/kT 15.47; exp(E/kT) 5.245e+06
attempt frequency 16.01 THz
static k rise: formula 0.1982, rotor quadrature 0.1981
fast share: formula 0.0323, well quadrature 0.0342
fast k rise 0.00641; hopping k rise 0.1918; k_inf 2.7064
tau at 300 K: formula 81.9 ns, flux 83.3 ns
RC time with fast part 20.047 ps; tau/T0 4084
omega tau at 1 GHz 514
hopping part of k' at 1 GHz 7.25e-07
k'' at 1 GHz 3.73e-04; loss tangent 1.38e-04
Debye test at omega tau = 3: in phase 0.1000, lagging 0.3000
a = dk_hop/k_inf 0.0709; b = a T0/tau 1.735e-05
delay shift, rested line: circuit 7.682e-06, formula 7.682e-06
delay shift, 1 GHz clock: circuit -1.728e-05, formula -1.735e-05
delay shift, same k rise but fast dipoles 0.0709
added delay if static k is used 1.018 ps
added delay from libration 32.9 fs
added delay from hopping 0.107 fs
barrier 0.1 eV: tau 1.49 ps, shift/static shift 9.59e-01
barrier 0.2 eV: tau 50.6 ps, shift/static shift 1.61e-01
barrier 0.3 eV: tau 1.98e+03 ps, shift/static shift 4.48e-03
barrier 0.4 eV: tau 8.19e+04 ps, shift/static shift 1.08e-04
barrier at which tau = T0 0.174 eV
378 K: static k rise 0.1573; fast k rise 0.00641
378 K: tau 3.36 ns; tau/T0 168; omega tau at 1 GHz 21.1
378 K: delay shift from hopping 1.47e-04
Neglected effects at 300 K:
torsion quantum / kT 2.56; quantum rate factor 1.73; tau/T0 then 2356
quantum/classical static response 0.9839
wells unequal by 0.05 eV: strength factor 0.441, tau 20.7 ns, tau/T0 1032
static k rise with Lorentz local field 0.543
barrier spread 0.05 eV: shift/static shift 6.06e-04
barrier spread 0.10 eV: shift/static shift 1.50e-02
mu F/kT at 0.2 MV/cm 0.0225
distributed wire: delay/RC 0.3787; shift: ladder 4.01e-06, integral 4.01e-06
one mobile water (1.85 D) per silanol: k rise 0.346, 12.8 % of dry k
\end{verbatim}
